# How Long Is Tunnelling Compared With a Si-O Vibration?

**Question.** An electron tunnels through 3 nm of a silica-like interlayer dielectric, with the barrier top 2 eV above its energy and an effective mass of half the free-electron mass. The Si-O bonds in the barrier stretch and contract with a period of roughly 32 fs. Is tunnelling fast enough for the electron to meet a frozen lattice, and how does the answer change with the width, height and mass?

**Answer.** The comparison needs a time that measures how the tunnelling electron responds to a change of the barrier. The Büttiker-Landauer traversal time is such a quantity. It is first derived for a static barrier, and a vibrating barrier then shows which ratio of times decides the matter.

## The model and its static transmission

Take one dimension and a rectangular barrier between $x=0$ and $x=d$. The electron has kinetic energy $E$ in the emitter, and the barrier top lies at $V$ above the emitter band edge. The height that controls the decay is $U=V-E$, measured from the electron's energy. The same parabolic mass $m$ is used everywhere, and the bands on the two sides are level. Define

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2mU}}{\hbar}.$$

For unit incident amplitude, the wave is $e^{ikx}+re^{-ikx}$ before the barrier, $be^{-\kappa x}+ae^{\kappa(x-d)}$ inside it, and $te^{ik(x-d)}$ beyond it. The barrier is assumed opaque, $\kappa d\gg1$, so the growing wave is negligible at the entrance. Continuity of the wave and its slope there gives

$$1+r=b,\qquad ik(1-r)=-\kappa b.$$

Multiplying the first equation by $ik$ and adding the second eliminates $r$:

$$2ik=(ik-\kappa)b\quad\Rightarrow\quad b=\frac{2k}{k+i\kappa}.$$

At the exit, the two conditions are

$$be^{-\kappa d}+a=t,\qquad \kappa(a-be^{-\kappa d})=ikt.$$

Multiplying the first by $\kappa$ and subtracting the second eliminates $a$:

$$t=\frac{2\kappa}{\kappa-ik}\,be^{-\kappa d}
=\frac{4ik\kappa}{(k+i\kappa)^2}e^{-\kappa d},$$

where the last form uses $\kappa-ik=-i(k+i\kappa)$. Since $k^2$ and $\kappa^2$ are proportional to $E$ and $U$ with the same factor,

$$|t|=\frac{4\sqrt{EU}}{V}e^{-\kappa d}.$$

## A time from the response to the barrier height

Raise the barrier slightly while holding $E$ and $d$ fixed. The relative loss of amplitude per unit of added energy, multiplied by $\hbar$, has the dimension of time:

$$\tau_{\rm resp}=-\hbar\frac{\partial\ln|t|}{\partial V}.$$

Because $U=V-E$, we have $\partial U/\partial V=1$. Differentiating $\kappa^2=2mU/\hbar^2$ gives $\partial\kappa/\partial V=m/(\hbar^2\kappa)$, and therefore

$$\tau_{\rm resp}=\frac{md}{\hbar\kappa}-\frac{\hbar}{2}\left(\frac1U-\frac2V\right).$$

The first term comes from the whole width and grows with $d$. The second comes from the two faces and does not. The traversal time is the first term:

$$\boxed{\tau=\frac{md}{\hbar\kappa}=d\sqrt{\frac{m}{2U}}=\frac{\hbar\kappa d}{2U}}.$$

The middle form resembles a flight at speed $\sqrt{2U/m}$, but no classical flight takes place under the barrier. The time measures a sensitivity.

For the stated barrier the speed scale is

$$\sqrt{\frac{2U}{m}}=\sqrt{\frac{2\times2.0\ \mathrm{eV}}{0.5\,m_e}}=1.186\ \mathrm{nm/fs},$$

so

$$\tau=\frac{3.0\ \mathrm{nm}}{1.186\ \mathrm{nm/fs}}=2.53\ \mathrm{fs}.$$

The decay constant is $\kappa=5.123\ \mathrm{nm^{-1}}$ and $\kappa d=15.4$, so the opaque limit is well satisfied. With $E=2$ eV the static transmission probability is $4e^{-2\kappa d}=1.8\times10^{-13}$.

The choice $E=U$ makes the face term vanish, because then $V=2U$. At fixed $U=2$ eV, the full response time is 2.58 fs for $E=1$ eV and 2.46 fs for $E=5$ eV. The emitter energy thus matters at the level of a few per cent over this range.

This time is not the delay of a wave packet's peak. That delay follows from the phase of $t$, which is $\pi/2-2\arctan(\kappa/k)$. Put $q=(\kappa/k)^2=V/E-1$, so that $dq/dE=-V/E^2$ at fixed $V$ and $1+q=V/E$. Then

$$\frac{d}{dE}\arctan\sqrt q=\frac{1}{1+q}\,\frac{1}{2\sqrt q}\,\frac{dq}{dE}=-\frac{1}{2\sqrt{EU}},$$

and the group delay between the faces is

$$\hbar\frac{d\arg t}{dE}=\frac{\hbar}{\sqrt{EU}}=0.33\ \mathrm{fs}.$$

In the opaque limit it is independent of width. It describes the peak's phase delay, while the question here concerns the response to a moving barrier.

## Which ratio decides whether the lattice is frozen?

The ratio of the traversal time to the vibration period $T_{\rm vib}$ is

$$\frac{\tau}{T_{\rm vib}}=\frac{2.53}{32}=0.079,$$

or about one thirteenth. This looks comfortably small, but a derivative with respect to time brings in the angular frequency $\omega=2\pi/T_{\rm vib}=0.196$ rad/fs. The corresponding ratio is

$$\omega\tau=0.196\times2.53=0.50.$$

To see what this number does, let the whole barrier height vary as $V+V_1\cos\omega t$, with the regions outside unchanged. This is a weak, classical and spatially uniform model of the vibration. Inside the barrier, a static solution of energy $E$ acquires the factor

$$e^{-i\alpha\sin\omega t},\qquad \alpha=\frac{V_1}{\hbar\omega}.$$

Applying $i\hbar\,\partial/\partial t$ to this factor produces $V_1\cos\omega t$, which is the added potential. For small $\alpha$,

$$e^{-i\alpha\sin\omega t}\simeq1+\frac{\alpha}{2}e^{-i\omega t}-\frac{\alpha}{2}e^{i\omega t}.$$

The second term belongs to energy $E+\hbar\omega$ and the third to $E-\hbar\omega$. These two channels are labelled $+$ and $-$. Each may also contain a static solution of its own energy, with decay constant $\kappa_\pm$. Near the entrance, their fields are therefore

$$\phi_\pm(x)=\pm\frac{\alpha}{2}be^{-\kappa x}+b_\pm e^{-\kappa_\pm x}.$$

No electron is incident at either shifted energy, so outside the entrance each channel has a reflected wave alone, with slope $-ik_\pm\phi_\pm$. Assume $\hbar\omega\ll E,U$, and replace $k_\pm$ and $\kappa_\pm$ by $k$ and $\kappa$ in the matching factors. The slope condition becomes $(\kappa-ik)\phi_\pm(0)=0$. Hence $\phi_\pm(0)=0$ and $b_\pm=\mp\alpha b/2$.

The small difference between decay constants must be kept in the exponent, where the large width multiplies it. Expansion gives

$$\kappa_\pm d=\kappa d\sqrt{1\mp\frac{\hbar\omega}{U}}
\simeq\kappa d\mp\frac{\kappa d\,\hbar\omega}{2U}
=\kappa d\mp\omega\tau.$$

The vibrational quantum is $\hbar\omega=0.129$ eV, so $\hbar\omega/U=0.065$. The next term in the exponent has size $\kappa d(\hbar\omega/U)^2/8=\omega\tau\,\hbar\omega/4U=0.008$. It is dropped along with the other corrections of relative order $\hbar\omega/U$. The decaying wave that reaches the exit in each shifted channel is

$$\pm\frac{\alpha}{2}b\left(e^{-\kappa d}-e^{-\kappa_\pm d}\right)
=\mp\frac{\alpha}{2}be^{-\kappa d}\left(e^{\pm\omega\tau}-1\right).$$

At the exit, each channel obeys the same two matching equations as the static wave, within the same approximation. The common factor $2\kappa/(\kappa-ik)$ cancels when we divide by the unshifted amplitude:

$$\frac{t_\pm}{t}=\mp\frac{V_1}{2\hbar\omega}\left(e^{\pm\omega\tau}-1\right).$$

The sideband probabilities, relative to the unshifted one, are the squares:

$$P_\pm=\left(\frac{V_1}{2\hbar\omega}\right)^2\left(e^{\pm\omega\tau}-1\right)^2,
\qquad \frac{P_+}{P_-}=e^{2\omega\tau}.$$

An electron that gains a quantum near the entrance decays more slowly through the rest of the barrier. This is the physical source of the asymmetry. The result requires the upper amplitude to remain small, $(V_1/2\hbar\omega)(e^{\omega\tau}-1)\ll1$.

For $\omega\tau\ll1$, both probabilities tend to $(V_1\tau/2\hbar)^2$, as for a slowly varied static barrier. For $\omega\tau\gg1$, the lower one tends to $(V_1/2\hbar\omega)^2$, while the upper one grows as $e^{2\omega\tau}$. The crossover is at $\omega\tau\sim1$, not at $\tau\sim T_{\rm vib}$.

## How nearly static is this barrier?

The current and the energy spectrum give different answers. Both shifted amplitudes have the same sign relative to $t$, and their sum is

$$\frac{t_++t_-}{t}=-\frac{V_1}{2\hbar\omega}\left(e^{\omega\tau}-e^{-\omega\tau}\right)
=-\frac{V_1}{\hbar\omega}\sinh\omega\tau.$$

Interference with the unshifted wave changes the current $j$ at the exit. To first order in $V_1$, and with the same velocity in all channels,

$$\frac{j(t)}{j_0}=1-\frac{2V_1}{\hbar\omega}\sinh(\omega\tau)\cos\omega t,$$

where $j_0$ is the unmodulated current. The static expression for the modulation depth is $2V_1\tau/\hbar$. The true depth in this model exceeds it by the factor

$$\frac{\sinh\omega\tau}{\omega\tau}\simeq1+\frac{(\omega\tau)^2}{6},$$

which is 1.042 here. The correction is quadratic in $\omega\tau$. The asymmetry, by contrast, begins linearly, $e^{2\omega\tau}\simeq1+2\omega\tau$, and the full exponential gives 2.70. For this uniform modulation, a frozen lattice is therefore good to about 4% for the depth of the current modulation, but it misses a factor of nearly three between the sidebands. It also misses a small phase lag of the current behind the barrier, about 0.05 rad here, which the equal matching factors leave out. These numbers depend on the modulation being uniform, whereas a real bond vibration is local. For a modulation confined to a layer about 0.1 nm wide, what counts is the distance left to the exit. With the full matching, a layer 0.3 nm from the entrance gives an excess of about 11 to 12% and a sideband ratio of about 6. A layer 0.3 nm from the exit gives an excess below 1% and a ratio of about 1.3.

For a modulation amplitude of $V_1=10$ meV, chosen as a round weak value, $V_1/2\hbar\omega=0.0387$. Thus

$$P_+=(0.0387\times0.643)^2=6.2\times10^{-4},$$

and the lower sideband is $P_-=2.3\times10^{-4}$.

The approximations of equal matching factors and a linearised exponent can be removed by solving the continuity equations numerically for nine coupled energy channels, from $E-4\hbar\omega$ to $E+4\hbar\omega$, each with its own $k$ and $\kappa$. Counting transmitted flux, this Floquet calculation gives $6.4\times10^{-4}$ and $2.2\times10^{-4}$, with a ratio of 2.86. The different exit velocities multiply the ratio by $\sqrt{(E+\hbar\omega)/(E-\hbar\omega)}=1.067$, which alone would take 2.70 to 2.88. The dropped term in the exponent and the unequal matching factors each change the ratio by about 7% as well, but in opposite directions, so they nearly cancel for this barrier.

If the width is multiplied by four while $\omega$ and $V_1$ are divided by four, $\omega\tau$ and $\alpha$ stay fixed but $\hbar\omega/U$ falls. The numerical ratio then becomes 2.74, closer to the leading-order value. For the original barrier, the numerical current modulation is 8.1% of the mean, against 7.7% from the static expression. The excess is about 5%, slightly more than the leading-order 4%.

## How the answer scales

The dimensionless measure can be written in two useful ways:

$$\omega\tau=\omega d\sqrt{\frac{m}{2U}}=\frac{\hbar\omega}{2U}\,\kappa d.$$

At fixed width, height and frequency, it grows as the square root of the mass, so the free-electron mass would give 0.70. At fixed mass, height and frequency, it is proportional to width. It reaches one at $d=6.04$ nm. With $E=2$ eV, the static transmission at that width is $4e^{-2\kappa d}\approx5\times10^{-27}$, so direct tunnelling has become extremely weak before the lattice motion is fast on this scale.

A thinner barrier does not easily restore a symmetric spectrum. An asymmetry below 10% requires $e^{2\omega\tau}<1.1$, or $\omega\tau<0.048$. At the present height, mass and frequency this means $d<0.29$ nm and $\kappa d<1.5$, where the opaque formulas no longer hold. Within their range, the leading-order model has no nearly symmetric case for these fixed parameters.

The second form compares barriers of equal opacity. At fixed $\kappa d$ and $\omega$, halving $U$ doubles $\omega\tau$. With $\kappa d=15.4$ and $U=1$ eV, it would be 0.99, provided the width were increased by $\sqrt2$ to keep $\kappa d$ fixed. At fixed width instead, halving $U$ raises $\omega\tau$ by $\sqrt2$, to 0.70.

## An electric field makes the barrier softer

Let the barrier energy fall linearly by $\Delta$ between the faces. For a slowly varying barrier, the semiclassical amplitude decays as $\exp[-\int_0^d\kappa(x)\,dx]$. Applying the same response definition to this exponent gives

$$\tau_F=\int_0^d\sqrt{\frac{m}{2(U-\Delta x/d)}}\,dx.$$

Set $u=U-\Delta x/d$, so $dx=-(d/\Delta)du$. Reversing the limits removes the minus sign:

$$\tau_F=\sqrt{\frac m2}\,\frac d\Delta\int_{U-\Delta}^{U}\frac{du}{\sqrt u}
=\sqrt{2m}\,d\,\frac{\sqrt U-\sqrt{U-\Delta}}{\Delta}.$$

Multiplying numerator and denominator by $\sqrt U+\sqrt{U-\Delta}$ shows the ratio to the flat-barrier time:

$$\frac{\tau_F}{\tau}=\frac{2}{1+\sqrt{1-\Delta/U}}.$$

A field of 1 MV/cm, a rough value for a stressed interlayer dielectric, drops 0.30 eV across 3 nm. The time rises by 4%, to 2.63 fs. At 6.67 MV/cm, a field close to breakdown for many interlayer dielectrics, $\Delta=U$ and the barrier is triangular. The semiclassical time doubles to 5.06 fs, which would make $\omega\tau_F=0.99$.

For still larger fields, the forbidden region ends at $x=Ud/\Delta$. Integrating up to that point gives $\sqrt{2mU}\,d/\Delta$. At fixed $d$, this semiclassical time then falls as the inverse of the field. The semiclassical formula thus peaks at the onset of the triangular barrier, but this peak should not be trusted. The local height vanishes at the exit there, so $\kappa(x)$ no longer varies slowly. Solving the wave equation at $\Delta=U$ with $E=2$ eV gives a response time of only about 3.6 fs, with no maximum at the onset. Near the exit, $\hbar\omega$ is also no longer small compared with the local height. The sideband formula should not be used unchanged in that case. At still larger fields, the response time from the wave equation rises and falls with the field, so the inverse law describes the semiclassical time alone.

## Dispersion, image forces and thermal phonons

A parabolic band may be a poor description far below the conduction-band edge. A simple two-band form is

$$\kappa^2=\frac{2mU}{\hbar^2}\left(1-\frac{U}{E_g}\right),$$

where $E_g$ is the gap and $m$ is now the band-edge mass. Differentiation gives $2\kappa\,\partial\kappa/\partial U=(2m/\hbar^2)(1-2U/E_g)$. Hence

$$\hbar d\,\frac{\partial\kappa}{\partial U}
=\tau\,\frac{1-2U/E_g}{\sqrt{1-U/E_g}}.$$

For a rough silica gap of 9 eV, the factor is 0.63. The time falls to 1.59 fs and $\omega\tau$ to 0.31. Among the corrections evaluated at low field, this is the largest.

Image forces act the other way. Between ideal metal faces, an electron at $x$ has opposite-sign images at distances $|2x-2nd|$ for all integers $n$, and same-sign images at $2|n|d$ for $n\ne0$. Half the interaction energy with these induced charges is

$$W=-\frac{e^2}{8\pi\epsilon_0\epsilon_r}\left[\frac1{2x}+\sum_{n=1}^{\infty}\left(\frac{nd}{(nd)^2-x^2}-\frac1{nd}\right)\right].$$

Here $\epsilon_r$ is the optical permittivity, roughly 2.1. The barrier is lowered by 0.16 eV at its midpoint and more near the faces. Replacing $U$ by $U+W(x)$ in the semiclassical time integral, and integrating numerically between the points where it vanishes, gives 2.77 fs. Those points lie 0.09 nm from the faces, where a continuum image potential is doubtful, so the 10% increase is a rough size. The semiclassical integral also overweights the turning points: the wave equation, with the divergent potential cut off near the faces, gives 2.69 to 2.76 fs depending on the cut-off, an increase of about 6 to 9%.

The classical vibration also needs care at room temperature. With $k_BT=0.026$ eV at 300 K, the mean occupation of this mode is $n_B=1/(e^{\hbar\omega/k_BT}-1)=0.007$. An electron absorbs a quantum from the oscillator with weight $n_B$ and emits one into it with weight $n_B+1$. The ratio of these weights is $e^{-\hbar\omega/k_BT}=0.0067$. For weak, uniform linear coupling, these weights replace the equal classical drive strengths, while the tunnelling factors remain. The ratio of electrons that gain a quantum to those that lose one becomes $2.70\times0.0067\approx0.018$ at leading order, or 0.019 with the flux ratio 2.86. The classical sidebands thus provide a clock for tunnelling, but do not predict the thermal phonon spectrum.

## What this says about a real dielectric

The 32 fs period corresponds to about $1040\ \mathrm{cm^{-1}}$, in the region of Si-O stretching in silica-like glass. The other parameters describe a thin coherent tunnelling step, not the crossing of a thick film. Through a film much thicker than 3 nm, direct tunnelling is far weaker still, and leakage can instead proceed through traps. A 2 eV barrier is also low beside the roughly 3 eV between the conduction bands of silicon and silica; at fixed width and mass, 3 eV would reduce the time to 2.1 fs. A step of 1.5 nm between traps, with $U$ still 2 eV, would have half the original time, 1.3 fs. That value describes the tunnelling step alone. The electron may stay in a trap for much longer, and the lattice can then relax around it, so a short traversal time does not justify a frozen lattice for the whole leakage process.
